# Contactless Sheet Resistance of Thin Metal Films from Terahertz Transmission

## Result and conventions

A metal film of thickness $d$ lies on a dielectric substrate of refractive index $n$. A terahertz pulse crosses the sample at normal incidence, and a second pulse crosses an equally thick bare substrate. With substrate echoes removed, the ratio of the two transmitted field spectra is, to leading order in the film thickness,

$$
T(\omega)=\frac{1+n}{1+n+Z_0/Z_s},\qquad
Z_s=\frac{Z_0}{1+n}\,\frac{T}{1-T}. \tag{1}
$$

Here $Z_0=376.730\ \Omega$ is the vacuum impedance and $Z_s$ is the sheet impedance of the film, defined by $1/Z_s=\int_0^d\sigma(z)\,dz$. The ratio $T$ is a complex amplitude ratio, so a power ratio must not be inserted in its place. If the film conducts as a Drude metal from dc to terahertz frequencies, the real part of $Z_s$ is the dc sheet resistance $R_s$.

Fields vary as $e^{-i\omega t}$, and $k_0=\omega/c$. All media are non-magnetic, the response is linear, and $n$ is real unless stated otherwise. The film must be much thinner than its skin depth and than the wavelength inside it. The substrate must be thick enough for its echoes to be separable in time.

## The film as a current sheet

Let $E$ point along $x$, $H$ along $y$, and let the wave travel along $z$. Inside the film, with background permittivity $\varepsilon_b$, Maxwell's equations are

$$
\frac{dE}{dz}=i\omega\mu_0H,\qquad
\frac{dH}{dz}=-(\sigma-i\omega\varepsilon_0\varepsilon_b)E .
$$

Label the air side 1 and the substrate side 2. The first equation gives $E_2-E_1=i\omega\mu_0\int_0^dH\,dz$, which vanishes as $d\to0$ because $H$ stays finite. The field is therefore the same throughout the film, and it can be taken out of the integral of the second equation:

$$
Z_0(H_1-H_2)=\left(y-ik_0d\,\varepsilon_b\right)E,\qquad
y=Z_0\int_0^d\sigma\,dz=\frac{Z_0}{Z_s}.
$$

The displacement term vanishes with $d$. The conduction term remains if the sheet conductance is held fixed. The boundary conditions are thus

$$
E_1=E_2,\qquad Z_0(H_1-H_2)=yE_2. \tag{2}
$$

At this order the depth profile of $\sigma$ has no effect, and stacked metal layers add their sheet conductances. A mean free path longer than $d$ does not spoil the argument: the field is uniform, so the total current per unit width is still proportional to it, and $1/Z_s$ is the constant of proportionality.

## Transmission of the first pulse

Take a unit incident field in air, with reflected amplitude $r$ and transmitted amplitude $t$. In air $E_1=1+r$ and $Z_0H_1=1-r$, the minus sign coming from the reversed direction of travel. In the substrate $E_2=t$ and $Z_0H_2=nt$. Equations (2) become

$$
1+r=t,\qquad 1-r=(n+y)t.
$$

Adding them eliminates $r$:

$$
t=\frac{2}{1+n+y},\qquad t_0=\frac{2}{1+n},
$$

where $t_0$ is the bare-surface value, $y=0$. The first transmitted pulse then acquires the propagation factor $e^{ink_0L}$ of a substrate of thickness $L$ and the factor $2n/(1+n)$ of the far face. Both factors also occur in the reference and cancel. What remains is $T=t/t_0$, which is the first part of (1).

The film may also face the detector. For a unit wave arriving from inside the substrate, $1+r=t$ and $n(1-r)=(1+y)t$. Multiplying the first equation by $n$ and adding the second gives

$$
t=\frac{2n}{1+n+y}.
$$

Division by the bare value $2n/(1+n)$ gives the same $T$. The sample may therefore be mounted either way round.

## Inversion and its limits

Multiply $T=(1+n)/(1+n+y)$ by its denominator and collect the terms:

$$
yT=(1+n)(1-T).
$$

Since $Z_s=Z_0/y$, the second part of (1) follows. For a Drude metal $\sigma=\sigma_0/(1-i\omega\tau)$, where $\tau$ is the scattering time, and hence

$$
Z_s=R_s(1-i\omega\tau),\qquad R_s=\frac{1}{\sigma_0d}. \tag{3}
$$

The real part gives $R_s$ at any frequency where the model holds. The scattering time is $\tau=-\mathrm{Im}\,Z_s/(\omega\,\mathrm{Re}\,Z_s)$. In a film thinner than the bulk mean free path $\ell$, surface scattering gives a spread of relaxation times and this $\tau$ is only an effective value. In a Fuchs–Sondheimer model with diffuse surfaces, a bulk time of 9 fs and $d/\ell=0.3$, it is 4.2 fs, while the real part stays within 0.02% of the dc resistance at 1 THz.

For a weakly conducting film, $y\ll1+n$, the signal is a small loss, $1-T\simeq Z_0/[(1+n)R_s]$. For a strongly conducting film, $y\gg1+n$, the film nearly shorts the field and $T\simeq(1+n)R_s/Z_0$. Between these limits, $T=1/2$ when $R_s=Z_0/(1+n)$.

For real $T$, taking the logarithm of (1) and differentiating at fixed $n$ gives

$$
\frac{dR_s}{R_s}=\frac{dT}{T}+\frac{dT}{1-T}
=\frac{dT}{T(1-T)}. \tag{4}
$$

If the absolute noise in $T$ is fixed, the error is smallest where $T(1-T)$ is largest, at $T=1/2$. If the relative error in $T$ is fixed, it is multiplied by $1/(1-T)$, which is large for films that hardly attenuate the pulse.

## Finite film thickness

For a uniform film, let $n_f^2=\varepsilon_b+i\sigma/(\varepsilon_0\omega)$ and $\delta=n_fk_0d$. The field in the film is a sum of waves $e^{\pm in_fk_0z}$, whose magnetic fields are $\pm n_f/Z_0$ times their electric fields. Carrying $E_2=t$ and $Z_0H_2=nt$ back from $z=d$ to $z=0$ gives

$$
E_1=t\left(\cos\delta-i\frac{n}{n_f}\sin\delta\right),\qquad
Z_0H_1=t\left(n\cos\delta-in_f\sin\delta\right).
$$

In air $E_1+Z_0H_1=2$. In the reference, air fills the space of the film, so its amplitude is $2e^{ik_0d}/(1+n)$. Therefore

$$
\frac{1+n}{T}=e^{ik_0d}\left[(1+n)\cos\delta
-i\left(n_f+\frac{n}{n_f}\right)\sin\delta\right]. \tag{5}
$$

Write $\kappa=k_0d$ and hold $y=Z_0\sigma d$ fixed. Because $k_0/(\varepsilon_0\omega)=Z_0$, one has $\delta^2=iy\kappa+\varepsilon_b\kappa^2$. To first order in $\kappa$,

$$
\begin{aligned}
\cos\delta&=1-\tfrac{i}{2}y\kappa,\\
n_f\sin\delta&=\frac{\delta^2}{\kappa}\left(1-\frac{\delta^2}{6}\right)
=iy+\kappa\left(\varepsilon_b+\frac{y^2}{6}\right),\\
\frac{n}{n_f}\sin\delta&=n\kappa .
\end{aligned}
$$

The square bracket in (5) is then

$$
1+n+y-i\kappa\left[\varepsilon_b+n+\frac{(1+n)y}{2}+\frac{y^2}{6}\right].
$$

Multiplication by $e^{i\kappa}\simeq1+i\kappa$ adds $i\kappa(1+n+y)$, so that

$$
\frac{1+n}{T}=1+n+y-i\kappa B,\qquad
B=\varepsilon_b-1+\frac{(n-1)y}{2}+\frac{y^2}{6}. \tag{6}
$$

For real $y$ the correction is in quadrature with the main term. It imitates a small reactance and changes the extracted resistance only at second order. The part $y^2\kappa/6$, relative to $y$, is

$$
\frac{y\kappa}{6}=\frac{\omega\mu_0\sigma d^2}{6}
=\frac13\left(\frac{d}{\delta_s}\right)^2,\qquad
\delta_s=\sqrt{\frac{2}{\omega\mu_0\sigma}},
$$

which shows why the skin depth $\delta_s$ sets a limit on the film thickness. Extracting $\tau$ also requires $k_0d|B|\ll|y|\omega\tau$. In a poorly conducting film the term $\varepsilon_b-1$ can violate this condition even when $d\ll\delta_s$.

## Worked example: ruthenium on silicon

The film is 5 nm thick, with resistivity $20\ \mu\Omega\,\mathrm{cm}$, $\tau=5$ fs and $\varepsilon_b=10$. The wafer has $n=3.42$ and $L=525\ \mu$m, and the frequency is 1 THz. The sheet resistance entered is

$$
R_s=\frac{20\times10^{-8}\ \Omega\,\mathrm m}{5\times10^{-9}\ \mathrm m}=40\ \Omega/\mathrm{sq},
$$

so $Z_0/R_s=9.418$. Without the Drude phase, $T=4.42/(4.42+9.418)=0.3194$.

To imitate a measurement, a single-cycle pulse $-u\,e^{-u^2/2}$, with $u=(t-5\ \mathrm{ps})/(0.2\ \mathrm{ps})$, was sent numerically through the complete wafer. The layer equations were solved at each frequency, and a Fourier transform on a 0.02 ps grid gave the field in time. The first echo follows the main pulse by $2nL/c=11.98$ ps. Both traces were set to zero from half this delay after the main pulse onward. The ratio of their spectra at 1 THz is

$$
T=0.31947-0.00674i.
$$

With $Z_0/(1+n)=85.233\ \Omega$, the inversion reads

$$
Z_s=85.233\ \Omega\times\frac{0.31947-0.00674i}{0.68053+0.00674i}
=(40.00-1.24i)\ \Omega/\mathrm{sq}.
$$

Multiplying the real part by 5 nm returns $20.0\ \mu\Omega\,\mathrm{cm}$. A 1% relative error in $T$ would give a 1.47% error in $R_s$, by (4).

The extracted scattering time is 4.94 fs instead of 5 fs, and (6) accounts for the difference. Using the real value of $y$, $B=9+11.40+14.78=35.2$. With $k_0d=1.048\times10^{-4}$, the apparent $\omega\tau$ falls from 0.03142 by $k_0dB/y=0.00039$, which corresponds to 0.06 fs. The resistance itself moves by 0.001%. The skin depth is 225 nm, far above the film thickness.

## Using magnitudes or peak fields

If phase is unavailable, one may insert $|T|$ into (1). Let $T_0$ be the value of $T$ at $\tau=0$. Equations (1) and (3) give

$$
T=T_0\frac{1-i\omega\tau}{1-iT_0\omega\tau},\qquad
|T|\simeq T_0\left[1+\tfrac12(1-T_0^2)(\omega\tau)^2\right].
$$

By (4), $R_s$ is then too high by the fraction $\tfrac12(1+T_0)(\omega\tau)^2$. This is 0.065% in the example, and it grows as the square of frequency.

The ratio of peak fields gives a quicker estimate. Through first order in $\tau$, $T\simeq T_0[1-i\omega\tau(1-T_0)]$, which is a time advance of $(1-T_0)\tau=3.4$ fs and leaves the peak height unchanged. The simulated peaks have the ratio 0.3200, which gives $40.1\ \Omega/\mathrm{sq}$.

Most of this small excess comes from taking the largest sample without interpolation. The reference peak lies 9.2 fs from its nearest grid point and the film peak 5.9 fs. Near its maximum this pulse falls by the fraction $(\Delta t/0.2\ \mathrm{ps})^2$, so the ratio is raised by about 0.12%. The second-order Drude term adds about 0.06%. Peaks should be interpolated when this accuracy matters.

## Why echoes and wafer thickness matter

Seen from inside the substrate, the bare and metallized faces reflect with

$$
r_b=\frac{n-1}{n+1},\qquad r_f=\frac{n-1-y}{n+1+y}.
$$

These follow from $r=t-1$ with the amplitudes found above for a wave leaving the substrate. Each round trip multiplies the reference field by $r_b^2e^{2i\beta}$ and the sample field by $r_br_fe^{2i\beta}$, where $\beta=nk_0L$. Summing the two geometric series gives the ungated ratio

$$
T_{\rm all}=T\,\frac{1-r_b^2e^{2i\beta}}{1-r_br_fe^{2i\beta}}.
$$

In the example $r_b=0.548$ and $r_f=-0.506$. When $e^{2i\beta}$ is $+1$ or $-1$, $T_{\rm all}$ is about 0.175 or 0.574. Equation (1) then returns about 18 or $115\ \Omega/\mathrm{sq}$ for the same $40\ \Omega/\mathrm{sq}$ film. A numerical scan from 0.9 to 1.1 THz spans this range. Ungated spectra must be fitted with $T_{\rm all}$ instead of (1).

Suppose next that the film's wafer is thicker than the reference by $\Delta L$. Silicon replaces air over this length, so $T$ gains the phase $\varphi=(n-1)k_0\Delta L$. Differentiating $T/(1-T)$ with respect to this phase gives

$$
\frac{\delta Z_s}{Z_s}\simeq\frac{i\varphi}{1-T},\qquad
\delta\tau\simeq-\frac{(n-1)\Delta L}{c(1-T_0)}.
$$

To first order in $\varphi$ the false $\tau$ is independent of frequency, so a constant $\tau$ over a frequency sweep does not prove that the wafers match. For larger mismatches the extracted $R_s$ and $\tau$ drift with frequency, which is a warning. For $\Delta L=1\ \mu$m, $\varphi=0.0507$ and $\delta\tau\simeq-11.9$ fs. The simulated measurement indeed returns $\tau=-6.9$ fs, which is unphysical. An error below 1 fs requires the thickness difference to be known to about $0.08\ \mu$m.

For a mismatch of this size the resistance is much less affected. Its relative shift, to second order in the small quantities $\varphi$ and $\omega\tau$, is

$$
\frac{\delta R_s}{R_s}\simeq
\varphi\omega\tau\,\frac{1+T_0}{1-T_0}
-\frac{\varphi^2(1+T_0)}{2(1-T_0)^2}.
$$

The first term is the real part of $(1-i\omega\tau)i\varphi/(1-T)$, with $1/(1-T)=1+(1+n)Z_s/Z_0$. The second comes from the second derivative of $T/(1-T)$ with respect to phase. They are $+0.31\%$ and $-0.37\%$ here, and the simulation gives $-0.06\%$. This small value rests on a cancellation: for a film wafer $1\ \mu$m thinner, the first term changes sign and the estimate is about $-0.7\%$. The second term grows as $\varphi^2$, and separate wafers often differ by several micrometres: at 1 THz the real part of $Z_s$ is 7 to 10% too low for $\Delta L=\pm5\ \mu$m and about 30% too low for $\pm10\ \mu$m. In a lossless wafer the mismatch is a pure phase, so inversion of $|T|$ is not affected by it.

## Real films and practical corrections

The ruthenium and silicon values are rough typical ones for an interconnect film and a standard wafer. The scattering time and background permittivity are the least certain. The following shifts refer to the $40\ \Omega/\mathrm{sq}$ film at 1 THz, with one feature changed at a time.

- **Liner.** A 1 nm liner of $250\ \mu\Omega\,\mathrm{cm}$ has a sheet resistance of $2500\ \Omega/\mathrm{sq}$. In parallel with the film it lowers the reading by 1.6%. The measurement gives the conductance of the stack.
- **Oblique rays.** At incidence angle $\theta$, continuity of tangential fields replaces $1+n$ by $\cos\theta+\sqrt{n^2-\sin^2\theta}$ for s polarization, and by $1/\cos\theta+n^2/\sqrt{n^2-\sin^2\theta}$ for p. If (1) is still used, the reading at $15^\circ$ shifts by $-1.0\%$ and $+1.0\%$ respectively.
- **Oxide.** A 100 nm oxide with permittivity 3.9, present under the film and on the reference, changes $R_s$ by only 0.01%, but it lowers the extracted $\tau$ by about 0.6 fs if (1) is used without correction.
- **Wafer doping.** A $10\ \Omega\,\mathrm{cm}$ wafer, with its dc conductivity assumed to hold at 1 THz, changes $R_s$ by 0.02%. This assumption is poor for lightly doped silicon: Drude carriers with a scattering time of 0.1 to 0.3 ps also lower the index, and the shift becomes $-0.2\%$ to $-0.3\%$ if $n$ is not measured on the same type of wafer. The same carriers lower the extracted $\tau$ by about 0.7 to 0.2 fs. Bulk absorption reduces the signal, and it cancels only between wafers of equal thickness and doping. For carrier scattering times of 0.1 to 0.2 ps, a 10% difference in resistivity between the two wafers moves $R_s$ by about 1.5 to 3.5% and $\tau$ by about 3 to 4 fs.
- **Index.** Setting $n$ too high by 0.01 lowers $R_s$ by 0.2%.
- **Film thickness.** This does not enter (1), but resistivity is $R_sd$. An error of 0.2 nm in 5 nm is a 4% error in resistivity.
- **Temperature.** With a rough slope of $0.03\ \mu\Omega\,\mathrm{cm/K}$, a film 80 K warmer has 12% higher resistance. A room-temperature reading must be corrected before it is used for a hot circuit.

A different failure occurs if cracks or weakly connected grains block dc current while carriers still move within the grains. Terahertz and dc conductance can then differ, and the Drude step (3) is invalid. Equation (1) still gives the local terahertz sheet impedance if the film is uniform on the scale of the wavelength and the beam. A real part of $Z_s$ that varies with frequency is a warning, but a constant one over a narrow band does not prove dc continuity.

## Implementation

Record both pulses with the same optical alignment, and gate them over the same interval before the first echo. The gate limits the independent frequency resolution to roughly the inverse of its length. Fourier transform, divide, and apply (1) with complex arithmetic. Many numerical libraries use the kernel $e^{-i\omega t}$ for the forward transform, which corresponds to fields $e^{+i\omega t}$; the ratio must then be conjugated before (3) is used. Report the real part as $R_s$ if the two wafers match in doping and, at 1 THz, in thickness to about $1\ \mu$m; otherwise correct the phase for the measured $\Delta L$ or use $|T|$. Report $\tau$ only when wafer thickness, timing and the complex response of the substrate, including any oxide, are known well enough.
